Why analytic eigenpairs along lines do not extend to a plane

Q: I have a real symmetric matrix that depends analytically on two real parameters, and it has a degeneracy at one point. Rellich's theorem says that eigenvalues and eigenvectors can be chosen analytic even through a degeneracy. Every line through my point is covered by the theorem, so I intend to choose analytic eigenpairs on a whole disc around the point and expand them in both parameters. The smallest case I can write down is

H(x,y) = x σx + y σz,

with rows (y, x) and (x, −y). What could go wrong?

A: The theorem concerns a Hermitian matrix that is analytic in one real parameter on an interval. It then supplies analytic eigenvalues and analytic orthonormal eigenvectors on that interval. Your step from "analytic on each line" to "analytic on the disc" is not part of it, and your matrix shows that the step fails.

We need the eigenpairs first. Take x and y dimensionless. Since σx² = σz² = 1 and σxσz + σzσx = 0,

H² = x² + y² + xy(σxσz + σzσx) = r², r = √(x² + y²).

Each eigenvalue is therefore r or −r, and the zero trace requires one of each. Over the plane they form a double cone. For the vectors, measure the angle from the y axis:

x = r sin θ, y = r cos θ,
u₊ = (cos θ/2, sin θ/2), u₋ = (−sin θ/2, cos θ/2).

The two components of H u₊ are

r(cos θ cos θ/2 + sin θ sin θ/2) = r cos θ/2,
r(sin θ cos θ/2 − cos θ sin θ/2) = r sin θ/2,

so H u₊ = r u₊. The vector u₋ is orthogonal to u₊ and hence belongs to −r.

Q: But r has a kink at the origin on every line. Doesn't that already contradict Rellich?

A: No, because the theorem does not promise that the sorted eigenvalues are analytic. Take an analytic curve that passes through the origin at t = 0 without staying there. Factor out the lowest power of t:

(x,y) = t^m g(t), g(0) ≠ 0, m ≥ 1.

H is linear in (x,y), so H(x,y) = t^m H(g(t)). Near t = 0 the vector g does not vanish. Its length |g| is then the square root of a positive analytic function, hence analytic, and its angle θ can be chosen analytic too. The eigenvectors u₊ and u₋ taken at that angle are analytic, with eigenvalues

λ = t^m |g(t)| and λ = −t^m |g(t)|.

For odd m, the first is the upper eigenvalue at t > 0 and the lower one at t < 0. For even m the order is kept. On a straight line m = 1 and g is constant: the eigenvectors do not change at all, the analytic eigenvalues are ±t|g|, and the kink comes from sorting.

A comparison of the sorted upper vectors at t = −0.0001 and t = 0.0001 shows the difference. On the curve (t, t²), with m = 1, their overlap has magnitude 0.0001: sorting has switched to the other analytic branch. On (t², t³), with m = 2, it is 1.000000.

Q: Then I can use the unsorted branches. On each line through the origin I take the one that passes straight through, and I glue the lines together.

A: Try it. On the line with unit direction n, your branch is λ(tn) = s(n)t for positive and negative t, with s(n) = ±1. The point tn is also the point (−t)(−n), so the same value must equal −s(−n)t. Therefore

s(−n) = −s(n).

As n turns through half a circle, s must change from one sign to the other. It takes no values but ±1, so it jumps at some direction. There your glued eigenvalue jumps between r and −r, even far from the origin. The lines are individually smooth and do not fit together.

Q: Perhaps a cleverer selection, switching sheets wherever convenient, is at least differentiable at the origin itself.

A: Let λ(x,y) be any selection, continuous elsewhere or not. At the origin it is zero. If it were differentiable there with gradient G, then for each unit vector n and t → 0 from above,

λ(tn)/t → G·n.

But λ(tn) is t or −t, so the quotient is 1 or −1 for every t > 0, and its limit must be one of these numbers:

G·n = ±1 for every unit vector n.

Choose n perpendicular to G, or any n if G = 0. The left side is then zero, which is a contradiction.

Three directions already reveal it. Slopes of ±1 along x and along y would force a slope (±1 ± 1)/√2 along the diagonal, that is, 0 or ±√2. The true slope is ±1. The smallest discrepancy is √2 − 1 = 0.414, and the same value follows from numerically diagonalized matrices.

Physically, the first-order response to a small displacement is a splitting proportional to the length of the displacement. A length is not a linear function of its components, so no gradient can describe it.

Q: I could live with a conical eigenvalue if the eigenvectors were continuous. Can I choose those well?

A: Not at the origin. Suppose v(x,y) is a nonzero eigenvector at every point and is continuous at the origin. For t > 0, divide the eigenvalue equation at tn by t:

H(n) v(tn) = ±v(tn).

The sign may depend on t, but at least one sign occurs for a sequence of t tending to zero. Along that sequence continuity gives

H(n) v(0) = ±v(0).

With n along x and then along y, v(0) would be an eigenvector of both σx and σz. On a common eigenvector the two matrices act as numbers, so their commutator gives zero. However,

σxσz − σzσx has rows (0, −2) and (2, 0).

Its determinant is 4 and both its singular values are 2, so it annihilates no nonzero vector. The argument allows complex vectors and any choice of phase.

There is also a direct picture. Passing to the opposite side of the origin changes θ by π, and

u₊(θ + π) = (−sin θ/2, cos θ/2) = u₋(θ).

The upper eigenvectors on opposite sides are orthogonal, however close the two points are. There is no limiting direction to assign to the origin.

Q: Suppose I remove the origin and work on a ring around it. The gap is then nonzero everywhere, so nothing should prevent a smooth real eigenvector.

A: Nothing prevents it locally. Globally, follow u₊ once around:

u₊(θ + 2π) = (cos(θ/2 + π), sin(θ/2 + π)) = −u₊(θ).

Any real unit vector for the upper eigenvalue is u₊ or −u₊, and a continuous choice cannot switch between them on the way. It therefore returns reversed, and no continuous real eigenvector exists on the full ring. For w turns the factor is (−1)^w.

Rellich's theorem is respected here as well. With θ as the parameter on the real line, u₊(θ) is analytic. The theorem does not say that a periodic matrix has periodic eigenvectors.

Q: My eigensolver returns arbitrary signs. How could a number computed from its output know about this reversal?

A: Multiply the overlaps of neighbouring vectors around the closed loop, including the last with the first. Each vector occurs twice, so its arbitrary sign cancels. For N ≥ 3 equal steps around a circle centred at the origin, use

u₊(θ)·u₊(θ′) = cos((θ′ − θ)/2).

The first N − 1 overlaps are cos(π/N). The closing one joins angles that differ by 2π(N − 1)/N and is cos(π − π/N) = −cos(π/N). Hence

W = −[cos(π/N)]^N.

For N = 12 each overlap has magnitude cos 15° = 0.9659, and W = −(cos 15°)¹² = −0.6597. The sign carries the reversal. The magnitude differs from 1 because the steps are finite: for large N, ln|W| ≈ −π²/(2N), which tends to zero.

Two controls behave as the winding rule requires. A unit circle centred at (2,0) does not enclose the origin and gives the sign +1. Two turns around the origin also give +1.

Q: Could a complex phase remove the reversal?

A: It can remove the mismatch on the ring. Define

w(θ) = e^{iθ/2} u₊(θ).

After one turn the phase factor contributes −1 and u₊ contributes another −1, so w is periodic and smooth. The reversal then appears as a geometric phase. Since du₊/dθ = u₋/2,

dw/dθ = e^{iθ/2}(i u₊/2 + u₋/2).

Taking the inner product with w removes the u₋ term:

⟨w|dw/dθ⟩ = i/2,
i∮⟨w|dw/dθ⟩dθ = i · (i/2) · 2π = −π.

Numerical integration gives −3.141593 rad. Multiplying w by a periodic phase factor e^{iχ}, with χ growing by 2πk over the turn for an integer k, changes the result by −2πk. It can become π or −3π, but not zero. And, as shown above, no phase repairs the origin.

Q: In practice I continue an eigenvector by flipping its sign whenever its overlap with the previous one is negative. If I close the loop, will I detect the enclosed degeneracy?

A: You will if the loop goes around it once and the steps follow the loop closely enough. A positive overlap amounts to assuming that θ changed by less than π in magnitude. A straight segment that misses the origin also turns θ by less than π. So your procedure continues the vector along the polygon through the sample points, and its final sign tells whether that polygon, not the intended curve, turns around the origin an odd or an even number of times.

Take a circle of radius 1 centred at (0.9,0). It encloses the origin, because 0.9 < 1. Three equally spaced points, starting at (1.9,0), have the other two at x = 0.9 − 0.5 = 0.4. The whole triangle lies at x > 0 and misses the origin, and the final sign is +1. Twelve points include (−0.1,0); the polygon now encloses the origin and the sign is −1. The smallest overlap magnitudes are 0.419 and 0.683.

No overlap threshold alone can certify the result, because the overlap magnitude is unchanged when θ changes by an extra 2π. In this model a sufficient condition follows from geometry. Along an arc of length s, |dθ/ds| ≤ 1/r. If the curve stays at least a distance δ from the origin, steps of arc length below πδ turn θ by less than π. Here δ = 1 − 0.9 = 0.1, so steps below 0.31 are safe. The twelve-point steps are 2π/12 = 0.52 long; they violate this condition and still succeed, since it is sufficient but not necessary.

Q: I may never hit the degeneracy. If my line passes beside it, I have a gap and analytic eigenpairs. Is the issue then academic?

A: The eigenpairs are analytic, but the scale on which they vary shrinks with the distance. Take x = t and y = d > 0. Then

λ± = ±√(t² + d²), θ = arctan(t/d),
dθ/dt = (1/d)/(1 + t²/d²) = d/(t² + d²).

The eigenvector turns through θ/2, so its rotation rate is

d/[2(t² + d²)], with maximum 1/(2d) at t = 0.

First-order perturbation theory gives the same peak: the coupling ⟨u₋|σx|u₊⟩ is 1 there, and the gap is 2d. For d = 0.1 the gap is 0.2 and the peak rate is 5 rad per unit t. For d = 0.01 they are 0.02 and 50.

The total rotation between t = −T and t = T is arctan(T/d). With T = 1 and d = 0.1 this is arctan 10 = 84.3°. As d → 0 at fixed T it tends to 90°, concentrated ever closer to t = 0. That limit is the switch of sorted vectors on the line through the origin.

Q: So a Taylor expansion from the point of closest approach should work, perhaps with more terms?

A: It works for |t| < d. Write

λ₊ = d √(1 + t²/d²).

The binomial series in t²/d² converges for |t| < d and diverges for |t| > d. The obstruction lies at the complex points t = ±id, where the square root has branch points. At t = id the matrix has rows d(1, i) and d(i, −1). It is not zero, but its square is, so it has a double eigenvalue zero and a single eigenvector direction. On the real line you see merely an avoided crossing.

For d = 0.1 and t = 0.08, the absolute error against direct diagonalization falls from 3.8 × 10⁻⁶ at order 20 to 1.6 × 10⁻⁸ at order 40. At t = 0.125 it grows from 0.046 to 1.4, although the eigenvalue itself is only √(0.01 + 0.015625) ≈ 0.16. At this t the error is smallest at order 6; beyond that, more terms make the result worse. Each line has its own convergence radius, and these radii shrink to zero as the lines approach the origin.

Q: Is this peculiar to a 2×2 matrix?

A: No. Consider a real symmetric matrix A₀ + xA₁ + yA₂, where A₀ has a double eigenvalue λ₀ separated from the others. Use an eigenbasis of A₀ and move a distance t along n. Let B be the block of n₁A₁ + n₂A₂ within the degenerate pair, tC the coupling from the pair to the other states, and D the block of those other states. Eliminating their components gives, for the pair components a,

[λ₀ + tB + t²Cᵀ(λ − D)⁻¹C] a = λa.

The inverse exists near λ₀ because the other eigenvalues are separated. The bracket's ordered eigenvalues decrease or stay constant as λ grows, while the right side grows, so each of the two branches has one solution near λ₀. The last term is of order t², so the directional slopes are the eigenvalues of B.

For each A_k, let c_k be half the trace of its pair block. Let b_k be the vector whose components are the off-diagonal element and half the difference of the diagonal elements. These are its σx and σz coefficients, so the cone calculation gives

slopes = c·n ± |n₁b₁ + n₂b₂|.

If b₁ and b₂ are linearly independent, a gradient G would require (G − c)·n = ±|n₁b₁ + n₂b₂|. Choosing n perpendicular to G − c makes the left side zero and leaves the right side nonzero. No selection from the two branches that meet at λ₀ is differentiable at the degeneracy.

A small circle in (x,y) maps, to leading order, to an ellipse winding once around the origin of the b plane. The order t² correction cannot undo this winding on a sufficiently small circle. Hence a reverses sign. The remaining components are t(λ − D)⁻¹Ca, linear in a, so the full eigenvector reverses too.

As an example, let A₀ = diag(0, 0, 2), with

A₁ rows: (1, 0.5, 0.3), (0.5, 0, −0.2), (0.3, −0.2, 0.4),
A₂ rows: (0, 1, 0.1), (1, 1, 0.4), (0.1, 0.4, −0.3).

The pair blocks give c = (0.5, 0.5), b₁ = (0.5, 0.5) and b₂ = (1, −0.5). The determinant of the b vectors is

0.5 · (−0.5) − 0.5 · 1 = −0.75,

so they are independent. Slopes from diagonalization at distance 10⁻⁶ agree with the formula to an absolute error below 10⁻⁷ in the directions tested. A loop of radius 0.01 around the degeneracy reverses the upper vector of the pair; the same loop moved to (0.03,0) does not. These values are in the numerical output below.

Q: Are there two-parameter degeneracies where my original plan works?

A: Yes. The matrix diag(x,y) has analytic eigenvalues x and y and constant eigenvectors. Its b vectors are (0, 1/2) and (0, −1/2), which are parallel. But parallel b vectors do not guarantee success. For xσz + y²σx they are (0,1) and (0,0), while the eigenvalues are ±√(x² + y⁴). At fixed y ≠ 0 a continuous selection keeps one sign; letting y → 0 leaves ±|x|, so no analytic selection exists on a disc. First order does not settle the parallel case.

Q: What should I continue through a conical degeneracy, then?

A: Continue the two-dimensional space of the pair, not its individual eigenvectors. Draw a fixed contour in the complex energy plane around λ₀, with the other eigenvalues outside. Near the degeneracy, the projector onto the pair is

P(x,y) = (1/2πi)∮[z − A(x,y)]⁻¹dz.

No eigenvalue touches the contour, so the inverse is analytic in both parameters, and so is P. Let the columns of V be an orthonormal basis of the pair at the degeneracy. Then

Q(x,y) = PV(VᵀPV)^{−1/2}

is an analytic orthonormal basis nearby: VᵀPV equals the identity at the degeneracy and stays positive close to it, and since P is the orthogonal projector of a real symmetric matrix, Pᵀ = P and P² = P, so VᵀPᵀPV = VᵀPV and QᵀQ = 1. The 2×2 matrix QᵀAQ is analytic and can be expanded or interpolated in both parameters. Diagonalize it at each point where you need separate eigenvalues. For your original H the pair is the whole space, Q can be the identity, and the object to interpolate is H itself.

Computed results

```
All values are dimensionless unless an angle unit is stated
Smallest three-direction slope mismatch: 0.414214
Smallest singular value of commutator: 2.000
Upper-vector overlap from opposite sides: 0.000
Sorted upper overlap across curve, m=1: 0.000100
Sorted upper overlap across curve, m=2: 1.000000
Unit circle, 12 points: final sign -1
Unit circle: each overlap magnitude 0.965926
Unit circle: cyclic overlap product -0.659668
Circle centre (2,0), radius 1: final sign +1
Unit circle traversed twice: final sign +1
Circle centre (0.9,0), radius 1, 3 points: sign +1
Same circle, 3 points: smallest overlap 0.419314
Same circle, 12 points: sign -1
Same circle, 12 points: smallest overlap 0.682718
Periodic complex vector: loop phase -3.141593 rad
Line distance d=0.1: minimum gap 0.200
Line distance d=0.1: peak rotation 5.000 rad per unit t
Line distance d=0.01: minimum gap 0.020
Line distance d=0.01: peak rotation 50.000 rad per unit t
d=0.1, t=-1 to 1: total rotation 84.289 degrees
Taylor order 20, d=0.1, t=0.080: error 3.794e-06
Taylor order 40, d=0.1, t=0.080: error 1.591e-08
Taylor order 20, d=0.1, t=0.125: error 4.604e-02
Taylor order 40, d=0.1, t=0.125: error 1.430e+00
3x3 family: half traces 0.500, 0.500
3x3 family: b1=(0.500, 0.500)
3x3 family: b2=(1.000, -0.500)
3x3 family: determinant of b vectors -0.750
3x3 family: largest directional-slope error 7.97e-08
3x3 loop, centre (0,0), radius 0.01: sign -1
3x3 loop, centre (0.03,0), radius 0.01: sign +1
```
